# Peak Temperature of First-Order Desorption under Linear Heating, part 1

(Sections cited here and not found follow in the second part.)

## First half: the peak condition and what one peak tells

A surface carries adsorbed particles with coverage $\theta$, measured in monolayers (ML). It is heated so that its temperature rises linearly in time,

$$T(t)=T_0+bt,\qquad b>0,$$

and the particles leave by first-order desorption. Each adsorbed particle has the same probability per unit time of leaving, whatever the others do. The desorption rate is then

$$r\equiv-\frac{d\theta}{dt}=v\,\theta\,e^{-E/kT}.$$

Here $E>0$ is the desorption energy per particle, $v>0$ the prefactor in 1/s, and $k$ Boltzmann's constant. Until part (h), three assumptions hold: $E$ and $v$ depend neither on coverage nor on temperature, particles that have left do not return, and the surface has one uniform temperature. The initial coverage is $\theta_0>0$.

The numerical example uses round model parameters that stand for no particular material: $E=1.20$ eV (115.8 kJ/mol), $v=10^{13}$ 1/s, $b=2$ K/s and $\theta_0=1$ ML. Boltzmann's constant is $k=8.617333\times10^{-5}$ eV/K.

### (a) Coverage as a function of temperature

**Problem.** Replace time by temperature in the rate law and solve for $\theta(T)$. How does the rate at a given temperature depend on $\theta_0$?

**Solution.** Since $dT/dt=b$, the chain rule gives $d\theta/dt=b\,d\theta/dT$. Inserting this in the rate law and dividing by $b$,

$$\frac{d\theta}{dT}=-\frac{v}{b}\,\theta\,e^{-E/kT}. \tag{1}$$

The ratio $v/b$ has the unit 1/K. It is the prefactor counted per kelvin of heating instead of per second. Dividing by $\theta$ separates the variables, and integration from $T_0$ to $T$ gives

$$\ln\frac{\theta(T)}{\theta_0}=-\frac{v}{b}\int_{T_0}^{T}e^{-E/kT'}\,dT',$$

so that

$$\theta(T)=\theta_0\exp\left[-\frac{v}{b}\int_{T_0}^{T}e^{-E/kT'}\,dT'\right]. \tag{2}$$

The exponent is finite at every finite temperature, so the coverage stays positive, and so does the rate. This permits division by $\theta$ and the use of $\ln r$ below.

The initial coverage enters (2) as a common factor. The rate $r=v\theta e^{-E/kT}$ is therefore also proportional to $\theta_0$ at every temperature. Doubling the initial coverage doubles the height of the whole curve $r(T)$ and leaves its shape unchanged. This follows from the linearity of the rate law in $\theta$, and it is lost when $E$ depends on coverage, as part (i) shows.

One may also plot the amount desorbed per kelvin, $-d\theta/dT=r/b$. Because $b$ is constant, this curve has its maximum at the same temperature as $r$.

### (b) The condition for a stationary rate

**Problem.** Find the equation obeyed by a temperature at which the desorption rate is stationary, and interpret its two sides.

**Solution.** Two factors of the rate change during heating: the Boltzmann factor grows and the coverage falls. The logarithm turns their product into a sum,

$$\ln r=\ln v+\ln\theta-\frac{E}{kT},$$

where each quantity is understood as divided by its unit. Now differentiate with respect to $T$. The constant $\ln v$ drops out. The last term gives a positive contribution, because $d(1/T)/dT=-1/T^2$:

$$\frac{d\ln r}{dT}=\frac{1}{\theta}\frac{d\theta}{dT}+\frac{E}{kT^2}.$$

By (1), the first term is $-(v/b)e^{-E/kT}$; the coverage has cancelled. Hence

$$\frac{d\ln r}{dT}=\frac{E}{kT^2}-\frac{v}{b}\,e^{-E/kT}. \tag{3}$$

Since $dr/dT=r\,d\ln r/dT$ and $r>0$, the rate is stationary where the right side of (3) vanishes, and nowhere else. Calling such a temperature $T_p$,

$$\frac{E}{kT_p^2}=\frac{v}{b}\,e^{-E/kT_p}. \tag{4}$$

Both sides have the unit 1/K. The left side is the fractional growth of the rate constant $ve^{-E/kT}$ per kelvin. The right side is the fractional loss of coverage per kelvin. The rate is stationary when the surface empties, in relative terms, as fast as the rate constant grows.

No approximation has been made in reaching (4). It does not assume $E\gg kT_p$, and it contains neither $\theta_0$ nor $T_0$.

### (c) Is there a peak, and is there one only?

**Problem.** Show how many solutions (4) has, and decide whether they are maxima. What role does the starting temperature play?

**Solution.** Multiply (4) by $e^{E/kT_p}$, so that all the temperature dependence stands on one side, and define

$$h(T)=\frac{E}{kT^2}\,e^{E/kT}.$$

The condition becomes $h(T_p)=v/b$. The logarithmic derivative of $h$ is

$$\frac{d\ln h}{dT}=-\frac{2}{T}-\frac{E}{kT^2}<0,$$

so $h$ falls strictly with temperature. As $T\to0$, both of its factors grow without bound. As $T\to\infty$, the exponential tends to 1 and the factor $1/T^2$ takes $h$ to zero. A continuous function that falls strictly from infinity to zero takes each positive value once. Equation (4) therefore has exactly one solution for any positive $E$, $v$ and $b$.

To find the kind of stationary point, write (3) with the help of $h$:

$$\frac{d\ln r}{dT}=e^{-E/kT}\left[h(T)-\frac{v}{b}\right].$$

The bracket is positive below $T_p$ and negative above it. The rate rises up to $T_p$ and falls afterwards, so the stationary point is a maximum.

The function $h$ knows nothing of $T_0$, but the experiment covers only temperatures above $T_0$. There are two cases:

- If $T_0<T_p$, heating passes through $T_p$, and the rate has one interior maximum there.
- If $T_0\ge T_p$, the rate falls from the first moment. Its largest value is the initial one, and that temperature does not obey (4), except when $T_0=T_p$.

The statement that the peak obeys (4) thus needs the condition $T_0<T_p$. A start only slightly below $T_p$ does not shift the peak. It does change the height: by (2), a higher $T_0$ shortens the range of integration, so more particles are still present at $T_p$ and the peak is higher.

### (d) The peak temperature in closed form

**Problem.** Solve (4) for $T_p$ and evaluate it for the example. How sharp is the maximum, and how does $T_p$ depend on $E$?

**Solution.** Introduce the dimensionless ratio

$$x=\frac{E}{kT},\qquad x_p=\frac{E}{kT_p}.$$

With $T_p=E/(kx_p)$, the left side of (4) becomes

$$\frac{E}{kT_p^2}=\frac{E}{k}\,\frac{k^2x_p^2}{E^2}=\frac{k\,x_p^2}{E}.$$

Setting this equal to $(v/b)e^{-x_p}$ and multiplying by $(E/k)e^{x_p}$,

$$x_p^2\,e^{x_p}=A,\qquad A=\frac{vE}{kb}. \tag{5}$$

All three parameters have merged into the one number $A$. Both sides are positive, so one may take the positive square root and divide by 2:

$$\frac{x_p}{2}\,e^{x_p/2}=\frac{\sqrt A}{2}.$$

The Lambert function $W(y)$ is defined by $W e^{W}=y$, and for $y>0$ it has one real value, which is positive. Therefore $x_p/2=W(\sqrt A/2)$ and

$$T_p=\frac{E}{2k\,W\!\left(\tfrac12\sqrt{vE/(kb)}\right)}. \tag{6}$$

For the example,

$$A=\frac{10^{13}\times1.20}{8.617333\times10^{-5}\times2}=6.963\times10^{16}.$$

Without a table of $W$, the logarithm of (5) can be iterated in the form $x=\ln A-2\ln x$, with $\ln A=38.782$. Starting from $x=32$, one finds $31.850$, then $31.860$, then $31.859$. The iteration converges quickly because the derivative of its right side is $-2/x\approx-0.06$: each step reduces a small error about sixteenfold and reverses its sign. Hence

$$T_p=\frac{1.20}{8.617333\times10^{-5}\times31.859}\ \text{K}=437.1\ \text{K},$$

or 163.9 °C. A direct numerical integration of the rate law, with a search for the largest rate, also gives 437.09 K. At that temperature both sides of (4) equal 0.07289 1/K: the rate constant grows by about 7.3 percent per kelvin, and the coverage falls at the same relative pace. The peak stays at 437.09 K when the initial coverage is 0.1 ML, and also when heating starts 15 K below it. With a start 15 K above it, at 452.09 K, the computed rate only falls.

The sharpness follows from one more derivative of (3), taken at $T_p$:

$$\frac{d^2\ln r}{dT^2}\bigg|_{T_p}=-\frac{2E}{kT_p^3}-\frac{v}{b}e^{-x_p}\frac{E}{kT_p^2}=-\frac{x_p(x_p+2)}{T_p^2}.$$

The last form uses (4) to replace $(v/b)e^{-x_p}$ by $x_p/T_p$. Close to the maximum the curve is thus a Gaussian of standard deviation $T_p/\sqrt{x_p(x_p+2)}$, which is 13.3 K here. At 3 K from the maximum, the rate has dropped by only about $3^2/(2\times13.3^2)=2.5$ percent. Noise of this relative size can therefore move the highest recorded point by a few kelvin. Fitting a curve through many points reduces this uncertainty.

For the dependence on $E$, differentiate $2\ln x_p+x_p=\ln A$ at fixed $v$ and $b$:

$$\left(\frac{2}{x_p}+1\right)dx_p=d\ln E
\quad\Rightarrow\quad d\ln x_p=\frac{d\ln E}{x_p+2}.$$

Since $\ln T_p=\ln E-\ln x_p-\ln k$,

$$\frac{d\ln T_p}{d\ln E}=1-\frac{1}{x_p+2}=\frac{x_p+1}{x_p+2}. \tag{7}$$

This is 0.97 in the example. The peak temperature is nearly proportional to the desorption energy, which is why a desorption peak can serve as a measure of that energy. The desorption energy equals the binding energy only if adsorption has no barrier; otherwise it is larger by the height of that barrier.

### (e) The energy from one measured peak

**Problem.** Suppose $T_p$ and $b$ are measured and $v$ is assumed. Find $E$. How much does an error in $v$ matter? Examine the estimate that results when $\ln x_p$ is replaced by the constant 3.64.

**Solution.** Now $T_p$ is known, so the unknown $E$ should appear only through $x_p$. Multiply (4) by $T_pe^{x_p}$:

$$x_p\,e^{x_p}=\frac{vT_p}{b}. \tag{8}$$

This is the defining equation of $W$, without a square root this time. Hence

$$E=kT_p\,W\!\left(\frac{vT_p}{b}\right). \tag{9}$$

In the example $vT_p/b=2.185\times10^{15}$, whose logarithm is 35.321. The solution of $x_p+\ln x_p=35.321$ is $x_p=31.859$. With $kT_p=0.03767$ eV this returns $E=1.200$ eV, as it must.

For the effect of $v$, differentiate $x_p+\ln x_p=\ln(vT_p/b)$ at fixed $T_p$ and $b$. This gives $(1+1/x_p)\,dx_p=d\ln v$, and since $E=kT_px_p$,

$$\frac{\partial E}{\partial\ln v}=kT_p\,\frac{x_p}{x_p+1}. \tag{10}$$

The right side is 0.0365 eV. A factor of ten in $v$ changes $\ln v$ by 2.303 and hence $E$ by about 0.084 eV. The full solution (9) gives 1.116 eV for $v/10$ and 1.284 eV for $10v$. An error of a factor of ten in the prefactor thus costs 7 percent of the true energy. The energy is forgiving because $v$ enters through a logarithm. One peak temperature cannot determine $v$ as well as $E$, because it supplies only one equation for two unknowns.

For the estimate, take the logarithm of (8) and multiply by $kT_p$:

$$E=kT_p\left[\ln\frac{vT_p}{b}-\ln x_p\right]\approx kT_p\left[\ln\frac{vT_p}{b}-3.64\right]. \tag{11}$$

The first form is exact but has $E$ on both sides. The second is explicit. Its error relative to the true energy is $(\ln x_p-3.64)/x_p$, which vanishes at $x_p=e^{3.64}\approx38$. The derivative of this expression is $(4.64-\ln x_p)/x_p^2$, positive for $\ln x_p<4.64$. Between $x_p=25$ and $x_p=45$ the relative error therefore rises steadily, from $-1.7$ to $+0.4$ percent. In the example the estimate is 1.193 eV, or 0.6 percent too low. This is far less than the effect of a tenfold error in $v$.

## Second half: heating rates, coverage at the peak, and limits

The symbols are those of the first half: coverage $\theta$ with initial value $\theta_0$, desorption energy $E$, prefactor $v$, heating rate $b$, rate $r=-d\theta/dt$, and $x=E/(kT)$, with the value $x_p$ at the peak temperature $T_p$. For constant $E$ and $v$, and a start below $T_p$, the results needed are

$$\frac{d\theta}{dT}=-\frac vb\,\theta e^{-x},\qquad
\frac{E}{kT_p^2}=\frac{x_p}{T_p}=\frac vb\,e^{-x_p}.$$

The example has $E=1.20$ eV, $v=10^{13}$ 1/s and $b=2$ K/s, which give $T_p=437.09$ K, $x_p=31.859$ and $kT_p=0.03767$ eV.

### (f) Energy and prefactor from several heating rates

**Problem.** The same surface is heated at different rates $b$. Find a plot that yields both $E$ and $v$ without assuming either. How far does the peak move when $b$ changes?

For constant $E$ and $v$ and a start below $T_p$, the desorption rate has exactly one maximum, and its temperature gives $E$ once $v$ is assumed. Still to come are the solution of part (f), the coverage left at the peak, and the effects of a variable prefactor, a coverage-dependent energy and the detector's delay.
